# Interface-state density from low- and high-frequency capacitance: a worked exercise: verification in Python

```python
"""High-low frequency capacitance method for interface states.

Result under test, for a metal-oxide-semiconductor capacitor:
    D_it = [1/(1/C_LF - 1/C_ox) - 1/(1/C_HF - 1/C_ox)] / q
C_ox, C_LF, C_HF: oxide, low- and high-frequency capacitance (uF/cm^2)
D_it: interface-state density (1/(cm^2 eV)); q: elementary charge (uC)
psi: surface potential (V) of a p-type semiconductor, positive in depletion
Charges are in uC/cm^2, trap energies in eV from midgap at the surface.
The tests simulate a capacitor from its charge balance and compare.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

q = const.e * 1e6
C_ox, C_LF, C_HF = 1.0, 0.6, 0.5


def without_oxide(c, cox=C_ox):
    return 1.0 / (1.0 / c - 1.0 / cox)


def trap_capacitance(cox, clf, chf):
    return without_oxide(clf, cox) - without_oxide(chf, cox)


def density(clf, chf, cox=C_ox):
    return trap_capacitance(cox, clf, chf) / q


C_sum = without_oxide(C_LF)
C_s = without_oxide(C_HF)
C_it = C_sum - C_s
D_it = density(C_LF, C_HF)
assert abs(D_it - 3.1e12) < 0.05e12

# Model semiconductor with round parameters
temperature, eps_rel, doping, n_intrinsic = 300.0, 12.0, 4e18, 1e10
kT = const.k * temperature / const.e            # eV, also thermal voltage in V
eps = eps_rel * const.epsilon_0 * 1e4           # uF/cm
phi_F = kT * np.log(doping / n_intrinsic)       # V
energy = np.linspace(-0.55, 0.55, 20001)        # eV, trap energies in the gap


def depletion_charge(psi):
    return -np.sqrt(2 * eps * q * doping * psi)


def charge_with_minority(psi):
    electrons = kT * np.exp((psi - 2 * phi_F) / kT)
    return -np.sqrt(2 * eps * q * doping * (psi + electrons))


def make_trap_charge(density_of_energy):
    values = density_of_energy(energy)

    def trap_charge(psi):
        occupation = expit((psi - phi_F - energy) / kT)
        return -q * trapezoid(values * occupation, energy)
    return trap_charge


def gate_voltage(psi, slow_charge):
    return psi - (depletion_charge(psi) + slow_charge(psi)) / C_ox


def simulated_capacitance(psi0, slow_charge, follows):
    """Change of gate charge per change of gate voltage."""
    v0, frozen, dv = gate_voltage(psi0, slow_charge), slow_charge(psi0), 1e-4

    def gate_charge(v):
        def imbalance(psi):
            slow = slow_charge(psi) if follows else frozen
            return C_ox * (v - psi) + depletion_charge(psi) + slow
        psi = brentq(imbalance, psi0 - 0.01, psi0 + 0.01, xtol=1e-14)
        return C_ox * (v - psi)
    return (gate_charge(v0 + dv) - gate_charge(v0 - dv)) / (2 * dv)


def simulated_density(psi0, slow_charge):
    low = simulated_capacitance(psi0, slow_charge, True)
    high = simulated_capacitance(psi0, slow_charge, False)
    return density(low, high)


# Forward simulation: the claimed density must give back both readings
psi_work = eps * q * doping / (2 * C_s**2)
uniform = make_trap_charge(lambda e: D_it + 0 * e)
sim_LF = simulated_capacitance(psi_work, uniform, True)
sim_HF = simulated_capacitance(psi_work, uniform, False)
assert abs(sim_LF - C_LF) < 1e-5 and abs(sim_HF - C_HF) < 1e-5


# A density that varies smoothly with energy is recovered locally
def smooth_density(e):
    return 1e12 * (1 + 10 * e**2)


smooth = make_trap_charge(smooth_density)
smooth_rows = []
for psi in (0.2, 0.34, 0.5):
    found, true = simulated_density(psi, smooth), smooth_density(psi - phi_F)
    assert abs(found / true - 1) < 0.03         # thermal smearing is about 2 %
    smooth_rows.append((psi, true, found))

# A peak narrower than kT is replaced by its thermal average
peak_height, peak_width, peak_energy = 1e13, 0.005, psi_work - phi_F


def narrow_density(e):
    return peak_height * np.exp(-0.5 * ((e - peak_energy) / peak_width)**2)


def thermal_weight(e):
    f = expit((peak_energy - e) / kT)
    return f * (1 - f) / kT


peak_found = simulated_density(psi_work, make_trap_charge(narrow_density))
peak_average = quad(lambda e: narrow_density(e) * thermal_weight(e),
                    peak_energy - 0.06, peak_energy + 0.06,
                    points=[peak_energy])[0]
assert abs(peak_found / peak_average - 1) < 1e-3
assert peak_found < 0.2 * peak_height


# Finite trap response time tau: rate equation in time against complex formula
def capacitance_in_time(w):
    """w = omega*tau, time in units of tau, gate signal sin(w t)."""
    period = 2 * np.pi / w
    n_periods = int(np.ceil(20 / period)) + 1

    def surface(t, trapped):
        return (C_ox * np.sin(w * t) - trapped) / (C_ox + C_s)

    def rate(t, y):
        return [C_it * surface(t, y[0]) - y[0]]
    t = np.linspace((n_periods - 1) * period, n_periods * period, 2001)
    run = solve_ivp(rate, (0, t[-1]), [0.0], method="DOP853", t_eval=t,
                    rtol=1e-9, atol=1e-12, max_step=period / 40)
    charge = C_ox * (np.sin(w * t) - surface(t, run.y[0]))
    return 2 / period * trapezoid(charge * np.sin(w * t), t)


def capacitance_formula(w):
    branch = C_s + C_it / (1 + 1j * w)
    return (C_ox * branch / (C_ox + branch)).real


frequency_rows = []
for w in (0.1, 1.0, 10.0):
    c_time = capacitance_in_time(w)
    assert abs(c_time - capacitance_formula(w)) < 1e-5
    frequency_rows.append((w, c_time, density(C_LF, c_time)))
assert frequency_rows[0][2] < frequency_rows[1][2] < frequency_rows[2][2] < D_it

# Poisson's equation integrated from the depletion edge to the surface
psi_inv = 2 * phi_F


def poisson(x, y):
    electrons = doping * np.exp((y[0] - 2 * phi_F) / kT)
    return [y[1], q * (doping + electrons) / eps]


def at_surface(x, y):
    return y[0] - psi_inv


at_surface.terminal = True
profile = solve_ivp(poisson, (0, 1e-5), [0.0, 0.0], events=at_surface,
                    method="DOP853", rtol=1e-10, atol=1e-10, max_step=1e-8)
poisson_charge = -eps * profile.y_events[0][0][1]
assert abs(poisson_charge / charge_with_minority(psi_inv) - 1) < 1e-5


# No traps at all: slow minority carriers imitate interface states
def minority_charge(psi):
    return charge_with_minority(psi) - depletion_charge(psi)


false_density = simulated_density(psi_inv, minority_charge)
assert false_density > 1e12

# Readings taken at gate voltages that differ by 0.1 V
bias_error = 0.1
v_target = gate_voltage(psi_work, uniform) + bias_error
psi_other = brentq(lambda p: gate_voltage(p, uniform) - v_target, 0.1, 0.8)
other_HF = simulated_capacitance(psi_other, uniform, False)
mismatched_density = density(sim_LF, other_HF)
assert mismatched_density > 1.05 * D_it

# Sensitivity of C_it to each reading, formula against finite differences
readings = np.array([C_ox, C_LF, C_HF])
slopes = np.array([
    -(C_LF / (C_ox - C_LF))**2 + (C_HF / (C_ox - C_HF))**2,
    (C_ox / (C_ox - C_LF))**2,
    -(C_ox / (C_ox - C_HF))**2])
for i in range(3):
    step = np.zeros(3)
    step[i] = 1e-5
    numeric = (trap_capacitance(*(readings + step))
               - trap_capacitance(*(readings - step))) / 2e-5
    assert abs(numeric - slopes[i]) < 1e-5
reading_error = 0.01
corners = [trap_capacitance(*(readings + reading_error * np.array([a, b, c]))) / q
           for a in (-1, 1) for b in (-1, 1) for c in (-1, 1)]
assert min(corners) < D_it < max(corners)

print("MAIN EXAMPLE")
print(f"C_ox, C_LF, C_HF = {C_ox:.1f}, {C_LF:.1f}, {C_HF:.1f} uF/cm^2")
print(f"elementary charge = {const.e:.4e} C")
print(f"C_s + C_it = {C_sum:.4f} uF/cm^2")
print(f"C_s = {C_s:.4f} uF/cm^2")
print(f"C_it = {C_it:.4f} uF/cm^2")
print(f"D_it = {D_it:.3e} 1/(cm^2 eV)")
print(f"D_it = {D_it * 1e-14:.4f} 1/(nm^2 eV)")
print(f"wrong direct difference C_LF - C_HF = {C_LF - C_HF:.2f} uF/cm^2")
print(f"density from it = {(C_LF - C_HF) / q:.3e} 1/(cm^2 eV)")
print("READING ERRORS")
print(f"dC_it/dC_ox, /dC_LF, /dC_HF = "
      f"{slopes[0]:.2f}, {slopes[1]:.2f}, {slopes[2]:.2f} (no unit)")
print(f"change of each reading = +-{reading_error:.2f} uF/cm^2")
print(f"range of D_it = {min(corners):.2e} to {max(corners):.2e} 1/(cm^2 eV)")
print("MODEL CAPACITOR")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"relative permittivity = {eps_rel:.0f}")
print(f"doping = {doping:.1e} 1/cm^3, intrinsic = {n_intrinsic:.1e} 1/cm^3")
print(f"phi_F = {phi_F:.4f} V, surface potential = {psi_work:.4f} V")
print(f"Fermi level from midgap at surface = {psi_work - phi_F:.4f} eV")
print(f"simulated C_LF = {sim_LF:.5f} uF/cm^2")
print(f"simulated C_HF = {sim_HF:.5f} uF/cm^2")
print("SMOOTH DENSITY 1e12*(1 + 10 E^2), E in eV")
for psi, true, found in smooth_rows:
    print(f"psi = {psi:.2f} V: true {true:.3e}, found {found:.3e} 1/(cm^2 eV)")
print("NARROW PEAK")
print(f"height = {peak_height:.1e} 1/(cm^2 eV), "
      f"standard deviation = {peak_width:.3f} eV")
print(f"found at the peak = {peak_found:.3e} 1/(cm^2 eV)")
print("HIGH-FREQUENCY READING AT FINITE omega*tau")
for w, c, d in frequency_rows:
    print(f"omega*tau = {w:.1f}: C = {c:.4f} uF/cm^2, "
          f"apparent D_it = {d:.3e} 1/(cm^2 eV)")
print("INVERSION WITHOUT TRAPS")
print(f"surface potential = {psi_inv:.4f} V")
print(f"false D_it = {false_density:.3e} 1/(cm^2 eV)")
print("MISMATCHED GATE BIAS")
print(f"C_HF read {bias_error:.1f} V higher = {other_HF:.4f} uF/cm^2")
print(f"apparent D_it = {mismatched_density:.3e} 1/(cm^2 eV)")
print("all good")
```

Output:

```
MAIN EXAMPLE
C_ox, C_LF, C_HF = 1.0, 0.6, 0.5 uF/cm^2
elementary charge = 1.6022e-19 C
C_s + C_it = 1.5000 uF/cm^2
C_s = 1.0000 uF/cm^2
C_it = 0.5000 uF/cm^2
D_it = 3.121e+12 1/(cm^2 eV)
D_it = 0.0312 1/(nm^2 eV)
wrong direct difference C_LF - C_HF = 0.10 uF/cm^2
density from it = 6.242e+11 1/(cm^2 eV)
READING ERRORS
dC_it/dC_ox, /dC_LF, /dC_HF = -1.25, 6.25, -4.00 (no unit)
change of each reading = +-0.01 uF/cm^2
range of D_it = 2.43e+12 to 3.86e+12 1/(cm^2 eV)
MODEL CAPACITOR
temperature = 300 K, kT = 0.02585 eV
relative permittivity = 12
doping = 4.0e+18 1/cm^3, intrinsic = 1.0e+10 1/cm^3
phi_F = 0.5120 V, surface potential = 0.3405 V
Fermi level from midgap at surface = -0.1716 eV
simulated C_LF = 0.60000 uF/cm^2
simulated C_HF = 0.50000 uF/cm^2
SMOOTH DENSITY 1e12*(1 + 10 E^2), E in eV
psi = 0.20 V: true 1.974e+12, found 1.995e+12 1/(cm^2 eV)
psi = 0.34 V: true 1.296e+12, found 1.318e+12 1/(cm^2 eV)
psi = 0.50 V: true 1.001e+12, found 1.023e+12 1/(cm^2 eV)
NARROW PEAK
height = 1.0e+13 1/(cm^2 eV), standard deviation = 0.005 eV
found at the peak = 1.201e+12 1/(cm^2 eV)
HIGH-FREQUENCY READING AT FINITE omega*tau
omega*tau = 0.1: C = 0.5994 uF/cm^2, apparent D_it = 2.477e+10 1/(cm^2 eV)
omega*tau = 1.0: C = 0.5610 uF/cm^2, apparent D_it = 1.387e+12 1/(cm^2 eV)
omega*tau = 10.0: C = 0.5015 uF/cm^2, apparent D_it = 3.082e+12 1/(cm^2 eV)
INVERSION WITHOUT TRAPS
surface potential = 1.0241 V
false D_it = 3.510e+12 1/(cm^2 eV)
MISMATCHED GATE BIAS
C_HF read 0.1 V higher = 0.4860 uF/cm^2
apparent D_it = 3.461e+12 1/(cm^2 eV)
all good
```
